# Exponential turn-on of a segregating dopant at constant growth speed

## Definitions and conventions

A crystal grows upward at constant speed $v$ and constant temperature. A constant dopant flux $F$, in atoms per area and time, is switched on when the surface is at height $z=0$. At time $t$ the surface is at $z=vt$.

Two densities must be kept apart:

- $N$ is the number of dopant atoms per area that ride on the growing surface.
- $n(z)$ is the number per volume left behind in the crystal at height $z$. It is the chemical concentration, not the carrier concentration.

Incorporation is linear: surface dopant is buried at the rate $kN$ per area, with $k$ independent of $N$. The surface is laterally uniform and sparsely covered, buried atoms do not diffuse, and the dopant adds no thickness. All of the arriving flux sticks at first; later loss by desorption is treated separately.

The segregation length is the ratio of the two densities,

$$\Delta\equiv\frac{N}{n}.$$

It is the thickness of crystal that would hold the surface dopant at the concentration now being buried.

The numerical case throughout is antimony in Si(001) grown by molecular-beam epitaxy, with rough round values: $T=700$ K, $v=0.10$ nm/s, $\Delta=20$ nm and an intended concentration of $1.0\times10^{18}$ cm$^{-3}$.

## Simplest case: clean start, no desorption

In a time $dt$ the crystal gains a slab of thickness $v\,dt$, which holds $n\,v\,dt$ dopant atoms per area. These came from the surface, which lost $kN\,dt$. Hence

$$vn=kN,\qquad n=\frac{k}{v}N,\qquad \Delta=\frac{v}{k}.$$

Because $k$ and $v$ are constant during the run, so is $\Delta$. The surface gains $F$ and loses $kN$:

$$\frac{dN}{dt}=F-kN.$$

Since $dz=v\,dt$, division by $v$ gives

$$\frac{dN}{dz}=\frac Fv-\frac N\Delta .$$

Now put $N=n\Delta$. With $\Delta$ constant, $dN/dz=\Delta\,dn/dz$, so

$$\Delta\frac{dn}{dz}=n_\infty-n,\qquad n_\infty\equiv\frac Fv .$$

The difference $u=n_\infty-n$ obeys $du/dz=-u/\Delta$, so $u=u(0)e^{-z/\Delta}$. A clean surface has $N(0)=0$, hence $n(0)=0$ and $u(0)=n_\infty$. Therefore

$$\boxed{n(z)=\frac Fv\left(1-e^{-z/\Delta}\right)}$$

**Limits.** For $z\ll\Delta$, $n\approx n_\infty z/\Delta$: nearly all arriving atoms are still on the surface. For $z\gg\Delta$, burial balances arrival and $n\to F/v$. As $\Delta\to0$ at fixed $z>0$, the profile becomes a step.

**Numbers.** The flux is

$$F=n_\infty v=(10^{18}\ \mathrm{cm^{-3}})(10^{-8}\ \mathrm{cm/s})=10^{10}\ \mathrm{cm^{-2}\,s^{-1}},$$

and $k=v/\Delta=0.10/20=0.0050$ s$^{-1}$. The concentration is $3.9\times10^{17}$ cm$^{-3}$ at 10 nm, $6.3\times10^{17}$ at 20 nm and $9.5\times10^{17}$ at 60 nm. Setting $1-e^{-z/\Delta}=0.9$ gives $z=\Delta\ln10=46.1$ nm. A doped layer only 20 nm thick would never reach its intended concentration.

## Where the missing dopant is

Relative to an ideal step, the crystal lacks the dose

$$\int_0^\infty(n_\infty-n)\,dz=n_\infty\int_0^\infty e^{-z/\Delta}dz=n_\infty\Delta .$$

The steady surface density is also $N_\infty=n_\infty\Delta$. The missing atoms are therefore the ones riding on the surface. Here

$$N_\infty=(10^{18}\ \mathrm{cm^{-3}})(2\times10^{-6}\ \mathrm{cm})=2.0\times10^{12}\ \mathrm{cm^{-2}}.$$

This reservoir is released when the dopant shutter closes, as the general solution shows.

## General start and desorption

Let surface dopant also desorb at the rate $k_dN$, and let the initial surface density be $N_0$. The balance becomes

$$\frac{dN}{dt}=F-(k+k_d)N .$$

Divide by $v$ and define the turn-on length $L$:

$$\frac{dN}{dz}+\frac NL=\frac Fv,\qquad L\equiv\frac{v}{k+k_d}.$$

Multiplication by $e^{z/L}$ turns the left side into a derivative:

$$\frac{d}{dz}\left(Ne^{z/L}\right)=\frac Fv e^{z/L}.$$

Integration from $0$ to $z$ gives

$$Ne^{z/L}-N_0=\frac{FL}{v}\left(e^{z/L}-1\right),$$

and multiplication by $e^{-z/L}$ gives

$$N(z)=\frac{FL}{v}+\left(N_0-\frac{FL}{v}\right)e^{-z/L}.$$

Burial still obeys $vn=kN$, so $n=N/\Delta$ with the same $\Delta=v/k$:

$$n(z)=\frac Fv\frac L\Delta+\left(\frac{N_0}{\Delta}-\frac Fv\frac L\Delta\right)e^{-z/L}.$$

Two lengths now appear. $\Delta$ relates surface density to buried concentration; $L$ sets the exponential. From the definitions,

$$\frac L\Delta=\frac{k}{k+k_d}\le1,$$

with equality for $k_d=0$. Desorption shortens the turn-on and lowers the plateau by the same factor.

**Limit of small depth.** For $N_0=0$ and $z\ll L$,

$$n\approx\frac Fv\frac L\Delta\frac zL=\frac Fv\frac z\Delta .$$

The initial slope does not contain $k_d$, because few atoms have yet had time to desorb.

**Shutter closed.** Take $k_d=0$, restart $z$ at closure and set $F=0$, $N_0=n_\infty\Delta$. Then $n=n_\infty e^{-z/\Delta}$. The tail needs the same 46.1 nm to fall to one tenth, and its integral is $n_\infty\Delta$, the whole reservoir.

**Pre-deposition.** Again with $k_d=0$, choose $N_0=n_\infty\Delta$ before growth of the doped layer. The bracket vanishes and $n=n_\infty$ from the start. With host growth paused and the dopant flux on, this takes

$$\frac{N_0}{F}=\frac{2.0\times10^{12}}{10^{10}}\ \mathrm s=200\ \mathrm s.$$

The recipe requires a known $\Delta$, negligible desorption and no burial during the pause.

**Size of desorption.** With a rough desorption energy of 2.5 eV and an attempt rate of $10^{13}$ s$^{-1}$, the activated rate is $k_d=1.0\times10^{-5}$ s$^{-1}$. Then $k_d/k=0.20\,\%$ and $L=20/1.002=19.96$ nm. For these inputs the distinction between $L$ and $\Delta$ is negligible.

## The same profile from single atoms

An atom on the surface has a constant total removal rate $k+k_d$. It is still there after time $t$ with probability $e^{-(k+k_d)t}$, and it is buried between $t$ and $t+dt$ with probability $k\,e^{-(k+k_d)t}dt$. While waiting it is carried up by $s=vt$. Substituting $dt=ds/v$, the probability of burial after a ride between $s$ and $s+ds$ is

$$\frac kv e^{-s/L}ds=\frac1\Delta e^{-s/L}ds .$$

Atoms arrive at a rate $F/v$ per unit height. Those found at $z$ arrived at some $z'<z$ and rode the distance $s=z-z'$:

$$n(z)=\int_0^z\frac Fv\frac1\Delta e^{-(z-z')/L}dz'
=\frac Fv\frac1\Delta\int_0^z e^{-s/L}ds
=\frac Fv\frac L\Delta\left(1-e^{-z/L}\right).$$

This is the general result for $N_0=0$. Without desorption, $\Delta$ is the mean distance an atom rides.

This stage was tested by simulating two million atoms that arrived uniformly over 120 nm. Each drew separate random waiting times for burial and desorption, with $k_d=k/2$, a deliberately strong loss. In 24 equal depth bins the largest difference from the formula was 1.95 standard deviations of the counting noise.

## Growth in atomic layers

A crystal grows in layers of thickness $d$, each taking $\tau=d/v$. Let $S_m$ be the surface dopant density at the moment layer $m$ is complete. The next layer covers these atoms. During that time most climb back to the new surface, and a fraction $p$ stays locked in layer $m$:

$$n_m=\frac{pS_m}{d},\qquad S_{m+1}=(1-p)S_m+F\tau .$$

For a clean start $S_1=F\tau$. Repeated substitution gives a geometric sum:

$$S_m=F\tau\sum_{j=0}^{m-1}(1-p)^j=F\tau\,\frac{1-(1-p)^m}{p}.$$

Because $\tau/d=1/v$,

$$n_m=\frac Fv\left[1-(1-p)^m\right].$$

At the layer top, $z=md$, this is the earlier exponential if $(1-p)^m=e^{-md/\Delta}$, that is, if

$$\Delta=-\frac{d}{\ln(1-p)},\qquad p=1-e^{-d/\Delta}.$$

For $p\ll1$, $\Delta\approx d/p$.

With $d=0.1358$ nm and $\Delta=20$ nm, $p=0.0068$: less than one percent of the covered dopant is locked in per layer.

**Test on the dose.** The layers lack

$$n_\infty d\sum_{m=1}^{\infty}(1-p)^m=n_\infty d\,\frac{1-p}{p}=\frac{n_\infty d}{e^{d/\Delta}-1}\approx n_\infty\left(\Delta-\frac d2\right).$$

The last form follows from $1/(e^x-1)=1/x-1/2+O(x)$. It gives $10^{18}\times(20-0.068)\times10^{-7}=1.993\times10^{12}$ cm$^{-2}$, as does the numerical layer sum. The continuous reservoir is recovered for $d\ll\Delta$.

If the continuous value $N_0=n_\infty\Delta$ is pre-deposited on a finished layer, then $S_0=N_0$. The steady covered density is $F\tau/p=n_\infty d/p\approx n_\infty(\Delta+d/2)$, so $N_0$ falls short by about $n_\infty d/2$ and the first layer is too poor by the fraction $(p/d)(d/2)=p/2=0.34\,\%$. If the pre-deposited atoms are first covered together with the arrivals of one layer, $S_1=N_0+F\tau$, as in the layer calculation, the first layer is too rich by the same 0.34 %. Either way the mismatch is half a layer's dose.

## What fixes the locked fraction

A simple mechanism gives a constant $p$. A covered dopant exchanges places with a host atom in the layer above at the rate $k_{up}$. In the dilute limit the covered density $x$ obeys $dx/dt=-k_{up}x$ during the time $\tau$, so

$$p=e^{-k_{up}\tau}=e^{-k_{up}d/v}.$$

Every covered atom has the same chance of escape, whatever $N$ is; this is the origin of linear incorporation in the model. For the example $\tau=1.358$ s and $k_{up}\tau=-\ln p=5.00$, so $k_{up}=3.68$ s$^{-1}$.

**Dependence on speed.** At fixed temperature and for $p\ll1$,

$$\ln\Delta\approx\ln d-\ln p=\ln d+\frac{k_{up}d}{v}.$$

Since $d(1/v)/d\ln v=-1/v$,

$$\frac{d\ln\Delta}{d\ln v}\approx-\frac{k_{up}d}{v}=-5.00 .$$

The full expression for $\Delta$ gives $-5.01$. Faster growth leaves less time to escape. The steepness comes from giving every covered atom exactly the time $\tau$. If the time until locking is exponentially distributed with mean $\tau$, then $p=1/(1+k_{up}\tau)$ and the slope at the same $\Delta$ is only $-1.00$. By contrast, reading $\Delta=v/k$ with $k$ held fixed would predict a slope of $+1$. In this mechanism $k$ itself changes with speed, so the formula $\Delta=v/k$ holds at each speed but does not by itself give the speed dependence.

A 10 % faster growth multiplies $p$ by $\exp[5.00(1-1/1.1)]=1.575$ and reduces $\Delta$ to 12.7 nm. Suppose this step occurs on the plateau, with $F$ unchanged. The first layer then locks in a larger share of the old reservoir, and its concentration jumps to $1.575\,n_\infty$. Once the reservoir has adjusted, the concentration settles at $F/(1.1v)=0.909\,n_\infty$. The layer calculation gives both values. Between these two values the concentration again relaxes exponentially, now with the new length of 12.7 nm. No single exponential describes the whole run, which is why constant speed is part of the statement.

**Dependence on temperature.** Let $k_{up}=\nu e^{-E/k_BT}$ with $\nu=10^{13}$ s$^{-1}$. Then $E/k_BT=\ln(10^{13}/3.68)=28.6$, or $E=1.73$ eV. At fixed speed, $dk_{up}/dT=k_{up}E/(k_BT^2)$, so

$$\frac{d\ln\Delta}{dT}\approx k_{up}\tau\,\frac{E}{k_BT^2}=5.00\times\frac{28.6}{700\ \mathrm K}=0.20\ \mathrm{K^{-1}}.$$

One kelvin more gives $\Delta=24.6$ nm; one kelvin less gives 16.4 nm.

**Return exchange.** Surface dopant can also exchange downward. If the surface site is lower in energy by $E_s$, detailed balance sets the ratio of downward to upward rates to $r=e^{-E_s/k_BT}$, for equal attempt rates. For $r\ll1$ this adds about $r$ to $p$ once $k_{up}\tau$ is large. With a rough $E_s=1.2$ eV, $r=2.3\times10^{-9}$, far below $p=0.0068$. The exponential law for $p$ fails when $p$ falls to the size of $r$.

## When incorporation stops being linear

Upward exchange needs a host atom above the covered dopant. If a fraction of the surface sites already holds dopant, exchange is blocked there. Let $M$ be the site density, $S$ the density just covered and $\theta=S/M$. New arrivals during one layer are a fraction $p$ of the steady $S$ and are omitted from this estimate. The escaped atoms, $S-x$, then occupy the new surface. Assume they spread laterally fast enough that any site above a covered dopant is occupied with probability $(S-x)/M$:

$$\frac{d\ln x}{dt}=-k_{up}\left(1-\frac{S-x}{M}\right).$$

To first order in $\theta$, insert $x=Se^{-k_{up}t}$ on the right and integrate over one layer:

$$\ln\frac{x(\tau)}S=-k_{up}\tau+\theta k_{up}\int_0^\tau\left(1-e^{-k_{up}t}\right)dt
=-k_{up}\tau+\delta,$$

$$\delta=\theta\left(k_{up}\tau-1+p\right).$$

The locked fraction rises to $p(1+\delta)$. In steady state the buried amount must still equal $F\tau$, so the plateau is unchanged, while the reservoir shrinks by the fraction $\delta$.

With $M=6.78\times10^{14}$ cm$^{-2}$, $\theta=0.30\,\%$ and $\delta=1.18\,\%$. The layer calculation with blocking, including new arrivals, gives 1.17 %. Its profile departs from the exponential by at most 0.38 % of the plateau. At ten times the flux, for a plateau of $10^{19}$ cm$^{-3}$ with $k_{up}$ and $v$ fixed, the largest departure is 3.6 % of the plateau. In that case $n_\infty\Delta$ is only 3 % of the site density. In this laterally mixed model the exponential is therefore a dilute-surface result, and it degrades well before the surface is full. The size of $\delta$ depends on the mixing assumption. With strictly vertical exchange and no lateral motion, an escaped atom sits above its own old site and $\delta$ nearly vanishes. For immobile, randomly placed atoms that share two upper neighbours, $\delta$ is about $7\theta$ instead of $4\theta$.

## The model beside a real growth run

Antimony segregates strongly on silicon, and a growth speed near 0.1 nm/s is ordinary for molecular-beam epitaxy. The length of 20 nm is a chosen value within a range that varies widely with growth conditions. Bulk diffusion is negligible here: a rough prefactor of 0.2 cm$^2$/s and energy of 3.7 eV give a diffusion length of about $10^{-5}$ nm in the 1000 s needed to grow 100 nm. This says nothing about a later, hotter anneal.

In the fixed-window exchange model, the recipe for a flat profile is sensitive to an error in the temperature's value, even at constant temperature. Suppose the 200 s pre-deposition is planned for $\Delta=20$ nm, but the surface is 1 K hotter. The model then starts the layer at $n(0)/n_\infty=N_0/(n_\infty\Delta)=20/24.6=0.81$; at 1 K colder it starts at $20/16.4=1.22$. Each error decays over the actual segregation length. These sensitivities belong to a single exchange barrier inferred from the chosen $\Delta$, an assumed attempt rate and an escape time equal to $\tau$ for every atom. With an exponentially distributed escape time and the barrier refitted to $\Delta=20$ nm ($E=1.52$ eV), $d\ln\Delta/dT$ drops to $0.036$ K$^{-1}$ and the starting values become 0.96 and 1.04. The fixed-window form also extrapolates steeply, to 1.1 nm at 680 K and about $9\times10^3$ nm at 720 K, where desorption would exceed burial. These slopes are not predictions for real antimony. A real surface has steps and possibly several exchange paths, so its segregation length should be measured at the speed and temperature of use. The remaining values are in the numerical output below.

## Numbers as computed

```
INPUTS (rough round values, Sb in Si(001) regime)
temperature: 700 K
growth speed: 0.10 nm/s
segregation length: 20.0 nm
plateau concentration: 1.00e+18 cm^-3
attempt rate: 1.0e+13 s^-1
desorption energy: 2.5 eV
segregation energy: 1.2 eV
bulk diffusion prefactor: 0.2 cm^2/s
bulk diffusion energy: 3.7 eV
RESULTS
dopant flux: 1.00e+10 cm^-2 s^-1
burial rate k: 0.0050 s^-1
steady surface reservoir: 2.00e+12 cm^-2
pre-deposition time: 200 s
depth at 90 % of plateau: 46.1 nm
n at 5 nm: 2.212e+17 cm^-3
n at 10 nm: 3.935e+17 cm^-3
n at 20 nm: 6.321e+17 cm^-3
n at 40 nm: 8.647e+17 cm^-3
n at 60 nm: 9.502e+17 cm^-3
n at 100 nm: 9.933e+17 cm^-3
LAYER PICTURE
layer thickness: 0.1358 nm
time per layer: 1.358 s
locked fraction per layer: 0.00677
upward exchange rate: 3.68 s^-1
exchange rate times layer time: 5.00
inferred exchange barrier: 1.727 eV
missing dose, layer sum: 1.993e+12 cm^-2
largest error of pre-deposited plateau: 0.34 %
NEGLECTED EFFECTS AND LIMITS
surface site density: 6.78e+14 cm^-2
steady dopant coverage: 0.30 %
reservoir loss by blocking, computed: 1.17 %
reservoir loss, first order: 1.18 %
profile error at 1e18 cm^-3: 0.38 % of plateau
profile error at 1e19 cm^-3: 3.62 % of plateau
desorption rate: 1.00e-05 s^-1
desorption/burial ratio: 0.20 %
turn-on length with desorption: 19.96 nm
diffusion length in 1000 s: 9.6e-06 nm
return/upward exchange ratio: 2.3e-09
d ln(Delta)/d ln(v): -5.01
d ln(Delta)/dT: 0.205 K^-1
Delta at speed +10 %: 12.7 nm
Delta at +1 K: 24.6 nm
Delta at -1 K: 16.4 nm
n/plateau just after speed +10 %: 1.575
n/plateau long after speed +10 %: 0.909
Monte Carlo largest deviation: 1.95 sigma
```
